# Two-electron singlets whose vorticity no single Kohn-Sham orbital can reproduce: a numerical check

```python
# Result under test (Hartree atomic units, electron charge -1, no spin Zeeman term).
# u = j_p/rho, vorticity nu = curl u.
# (A) One orbital: nu = 0 off nodes, circulations are multiples of 2 pi.
# (B) A determinant |a alpha, b beta| has <S^2> = 1-|<a|b>|^2.
# (C) Two electrons in 2D, H = sum[(p+A)^2/2 + w^2 r^2/2] + kappa r12^2/2,
#     A = b r^2 (-y,x), B = 4 b r^2, Om^2 = w^2+2 kappa, s = (w+Om)/2,
#     mu = -(w-Om)/(w+Om), a = w Om/s.  To first order in b the singlet ground state has
#     u_phi = (b mu^2/2s) r (1-a r^2/2), nu = (b mu^2/s)(1-a r^2), and
#     int j_p.A = -b^2 mu^2/(s a^2) = 2(E-E'), E' = ground energy without the A.p term W.
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc

def curl_fd(vel, x, y, h=1e-3):
    return ((vel(x+h, y)[1]-vel(x-h, y)[1]) - (vel(x, y+h)[0]-vel(x, y-h)[0]))/(2*h)

# ---- one orbital f + i g in 3D: symbolic curl
x, y, z = sp.symbols('x y z', real=True)
f, g = sp.Function('f')(x, y, z), sp.Function('g')(x, y, z)
u = [(f*g.diff(q)-g*f.diff(q))/(f**2+g**2) for q in (x, y, z)]
for c in (u[2].diff(y)-u[1].diff(z), u[0].diff(z)-u[2].diff(x), u[1].diff(x)-u[0].diff(y)):
    assert sp.expand(sp.numer(sp.together(c))) == 0

def velocity(orbs):
    fs = [sp.lambdify((x, y), [o, o.diff(x), o.diff(y)], 'numpy') for o in orbs]
    def vel(X, Y):
        vals = [F(X, Y) for F in fs]
        rho = sum(abs(v[0])**2 for v in vals)
        return [sum(np.imag(np.conj(v[0])*v[k]) for v in vals)/rho for k in (1, 2)]
    return vel

def loop(vel, cx, cy, R, n=400):
    t = 2*np.pi*np.arange(n)/n
    vx, vy = vel(cx+R*np.cos(t), cy+R*np.sin(t))
    return np.sum(-vx*np.sin(t)+vy*np.cos(t))*R*2*np.pi/n

gauss = sp.exp(-(x**2+y**2)/2)
orb = (x+sp.I*y-0.4-0.2*sp.I)**2*(1+0.2*x+0.3*sp.I*y)*gauss*sp.exp(sp.I*x*y/2)
v1 = velocity([orb])
circ_in, circ_out = loop(v1, 0.5, 0.1, 0.7), loop(v1, -1.5, 0.0, 0.7)
assert abs(circ_in-4*np.pi) < 1e-9 and abs(circ_out) < 1e-9
phase = sp.exp(-sp.I*(x**2*y+0.3*y**3))
pair = [gauss, (x+sp.I*y)*gauss]
for ph in (1, phase):
    nu_pair = curl_fd(velocity([ph*o for o in pair]), 0.6, 0.3)
    assert abs(nu_pair-2/(1+0.45)**2) < 1e-5

# ---- spin: explicit S^2 of a determinant, Zeeman singlet-triplet coupling
sig = [np.array([[0, 1], [1, 0]])/2, np.array([[0, -1j], [1j, 0]])/2, np.diag([.5, -.5])]
rng = np.random.default_rng(1)
oa, ob = rng.normal(size=(2, 3))+1j*rng.normal(size=(2, 3))
oa, ob = oa/np.linalg.norm(oa), ob/np.linalg.norm(ob)
I6 = np.eye(6)
Stot = [np.kron(np.kron(np.eye(3), m), I6)+np.kron(I6, np.kron(np.eye(3), m)) for m in sig]
S2 = sum(m@m for m in Stot)
for bb in (ob, 1j*oa):
    p, q = np.kron(oa, [1, 0]), np.kron(bb, [0, 1])
    det = (np.kron(p, q)-np.kron(q, p))/np.sqrt(2)
    assert abs(np.vdot(det, S2@det).real-(1-abs(np.vdot(oa, bb))**2)) < 1e-12
sing, trip = np.array([0, 1, -1, 0])/np.sqrt(2), np.array([0, 1, 1, 0])/np.sqrt(2)
zee = 0.7*np.kron(sig[2], np.eye(2))+0.2*np.kron(np.eye(2), sig[2])
assert np.allclose(zee@sing, 0.5*(0.7-0.2)*trip)

# ---- symbolic zeroth- and first-order equations
x1, y1, x2, y2, bs = sp.symbols('x1 y1 x2 y2 b', real=True)
ws, Os = sp.symbols('w O', positive=True)
r1s, r2s = x1**2+y1**2, x2**2+y2**2
psi0 = sp.exp(-(ws+Os)/4*(r1s+r2s)-(ws-Os)/2*(x1*x2+y1*y2))
Vtot = ws**2*(r1s+r2s)/2+(Os**2-ws**2)/4*((x1-x2)**2+(y1-y2)**2)
H0mE = lambda F: -sum(F.diff(q, 2) for q in (x1, y1, x2, y2))/2+(Vtot-ws-Os)*F
Avec = {x1: -bs*r1s*y1, y1: bs*r1s*x1, x2: -bs*r2s*y2, y2: bs*r2s*x2}
Wpsi = sum(-sp.I*((A*psi0).diff(q)+A*psi0.diff(q))/2 for q, A in Avec.items())
chi = -bs*(ws-Os)/(4*(ws+Os))*(r1s-r2s)*(x1*y2-y1*x2)
strip = lambda e: e.replace(sp.exp, lambda arg: sp.Integer(1))
assert sp.expand(strip(H0mE(psi0))) == 0
assert sp.cancel(sp.expand(strip(H0mE(chi*psi0))-sp.I*strip(Wpsi))) == 0

# ---- model parameters and closed forms
w, kap, b = 1.0, -0.375, 0.01
Om = np.sqrt(w*w+2*kap); s = (w+Om)/2; mu = -(w-Om)/(w+Om); a = w*Om/s
nu1 = lambda r: mu**2/s*(1-a*r*r)              # per unit b
uphi1 = lambda r: mu**2/(2*s)*r*(1-a*r*r/2)    # per unit b
jA1 = -mu**2/(s*a*a)                           # per unit b^2

sub = {ws: w, Os: Om, bs: 1}
Fq = sp.lambdify((x1, y1, x2, y2), [(psi0**2).subs(sub), chi.diff(x1).subs(sub),
                                    chi.diff(y1).subs(sub)], 'numpy')
G1, G2 = np.meshgrid(np.linspace(-9, 9, 241), np.linspace(-9, 9, 241))
for px, py in ((0.5, 0.2), (-0.9, 1.1), (1.2, -1.6)):
    d, cx, cy = Fq(px, py, G1, G2)
    r = np.hypot(px, py)
    ux, uy = np.sum(d*cx)/d.sum(), np.sum(d*cy)/d.sum()
    assert abs(ux+uphi1(r)*py/r) < 1e-10 and abs(uy-uphi1(r)*px/r) < 1e-10

# ---- full diagonalization in products of one-electron oscillator functions
wb = np.sqrt(w*Om)
cache = {}
def basis(N):
    if N not in cache:
        n = N+4
        lo = np.diag(np.sqrt(np.arange(1, n)), 1)
        xm, pm, e = (lo+lo.T)/np.sqrt(2*wb), 1j*np.sqrt(wb/2)*(lo.T-lo), np.eye(n)
        ix, iy = np.divmod(np.arange(n*n), n)
        k = np.where(ix+iy <= N)[0]
        X, Y, Px, Py = np.kron(xm, e), np.kron(e, xm), np.kron(pm, e), np.kron(e, pm)
        R2 = np.kron(xm@xm, e)+np.kron(e, xm@xm)
        L = (np.kron(xm, pm)-np.kron(pm, xm))[np.ix_(k, k)]
        ev, U = eigh(L+100.0*np.diag(ix[k]+iy[k]))
        m = np.rint(np.real(np.diag(U.conj().T@L@U))).astype(int)
        cache[N] = dict(ix=ix[k], iy=iy[k], k=k, X=X[:, k], Y=Y[:, k], Px=Px[:, k],
                        Py=Py[:, k], RX=R2@X[:, k], RY=R2@Y[:, k],
                        R2=R2[np.ix_(k, k)], U=U, m=m)
    return cache[N]

def solve(bq, N, M=0, kappa=kap, b0=0.0, drop_W=False):
    B = basis(N); U, m, k = B['U'], B['m'], B['k']
    Ax, Ay = -(b0*B['Y']+bq*B['RY']), b0*B['X']+bq*B['RX']
    sq = lambda T: T.conj().T@T/2
    full = sq(B['Px']+Ax)+sq(B['Py']+Ay)
    real = sq(B['Px'])+sq(B['Py'])+sq(Ax)+sq(Ay)
    rot = lambda T: U.conj().T@T@U
    h = rot((real if drop_W else full)+(w*w+kappa)/2*B['R2'])
    assert abs(h[m[:, None] != m[None, :]]).max() < 1e-10      # axial symmetry
    xm, ym = rot(B['X'][k]), rot(B['Y'][k])
    i, j = np.where(m[:, None]+m[None, :] == M)
    ii, jj = np.ix_(i, i), np.ix_(j, j)
    H = h[ii]*(j[:, None] == j[None, :])+h[jj]*(i[:, None] == i[None, :])
    H = H-kappa*(xm[ii]*xm[jj]+ym[ii]*ym[jj])
    E, V = eigh(H, subset_by_index=[0, 1])
    C = np.zeros(h.shape, complex); C[i, j] = V[:, 0]
    C = U@C@U.T
    Wm = full-real
    return E, C, np.real(np.vdot(C, Wm@C+C@Wm.T))

def herm(N, t):
    xi = np.sqrt(wb)*t
    o = [np.zeros_like(xi), (wb/np.pi)**.25*np.exp(-xi*xi/2)]
    for n in range(N+1):
        o.append(np.sqrt(2/(n+1))*xi*o[-1]-np.sqrt(n/(n+1))*o[-2])
    o = np.array(o); n = np.arange(N+1)[:, None]
    return o[1:-1], np.sqrt(wb)*(np.sqrt(n/2)*o[:-2]-np.sqrt((n+1)/2)*o[2:])

def fields(C, N, X, Y):
    B = basis(N)
    X, Y = np.atleast_1d(X).astype(float), np.atleast_1d(Y).astype(float)
    (hx, dx), (hy, dy) = herm(N, X), herm(N, Y)
    F = C.T@(hx[B['ix']]*hy[B['iy']])
    Fx, Fy = C.T@(dx[B['ix']]*hy[B['iy']]), C.T@(hx[B['ix']]*dy[B['iy']])
    cur = lambda D: 2*np.sum(np.imag(F.conj()*D), 0)
    return 2*np.sum(abs(F)**2, 0), cur(Fx), cur(Fy)

def vel_of(C, N):
    def vel(X, Y):
        rho, jx, jy = fields(C, N, X, Y)
        return jx/rho, jy/rho
    return vel

rs = np.array([0.0, 0.5, 1.0, 1.5, 2.0]); ang = np.array([0.3, 0.9, 2.0, 3.7, 5.5])
PX, PY = rs*np.cos(ang), rs*np.sin(ang)
E0, C0, _ = solve(0.0, 12)
assert abs(E0[0]-(w+Om)) < 1e-10
assert np.allclose(fields(C0, 12, PX, PY)[0], 2*a/np.pi*np.exp(-a*rs**2), atol=1e-8)

# linear response: nu/b and <W>/b^2 are even in b, extrapolate b -> 0
res = []
for bq in (5e-4, 1e-3):
    _, Cq, Wq = solve(bq, 14)
    res.append(np.append(curl_fd(vel_of(Cq, 14), PX, PY)/bq, Wq/bq**2))
lim = (4*res[0]-res[1])/3
assert abs(lim[:-1]-nu1(rs)).max() < 2e-5 and abs(lim[-1]-jA1) < 2e-5

# controls: uniform field with interaction, nonuniform field without interaction
ctrl = []
for kw in (dict(bq=0.0, b0=0.2), dict(bq=b, kappa=0.0)):
    _, Cc, _ = solve(N=12, **kw)
    ctrl.append(abs(np.array(fields(Cc, 12, PX, PY)[1:])).max())
assert max(ctrl) < 1e-10

# worked example at finite b
N = 16
E, C, Wexp = solve(b, N)
Ep = solve(b, N, drop_W=True)[0][0]
vel = vel_of(C, N)
nu = curl_fd(vel, PX, PY)
nu14 = curl_fd(vel_of(solve(b, 14)[1], 14), PX[:1], PY[:1])[0]
assert abs(nu14/nu[0]-1) < 1e-4                    # basis convergence
assert abs(C-C.T).max() < 1e-9                     # symmetric in space: singlet
others = [(solve(b, 12, M=M)[0][0], M) for M in range(-6, 7) if M != 0]
Enext = min(min(others)[0], E[1])
assert Enext-E[0] > 0.1
assert Wexp <= E[0]-Ep < -1e-6
assert abs(2*(E[0]-Ep)/Wexp-1) < 1e-2
t, wt = np.polynomial.legendre.leggauss(100)
rq, wq = 5*(t+1), 5*wt
rho, jx, jy = fields(C, N, rq, 0*rq)
rad = lambda F: np.sum(2*np.pi*rq*wq*F)
Ne, Lz, Labs, jA = rad(rho), rad(rq*jy), rad(rq*abs(jy)), rad(b*rq**3*jy)
assert abs(Ne-2) < 1e-9 and abs(Lz) < 1e-10 and Labs > 1e-4
assert abs(jA-Wexp) < 1e-10 and abs(jx).max() < 1e-10 and rho[rq < 5].min() > 0
assert abs(nu[0]/(b*nu1(0.0))-1) < 0.1
r_nu = brentq(lambda r: curl_fd(vel, r, 0.0)[0], 0.5, 2.0)
r_u = brentq(lambda r: vel(r, 0.0)[1][0], 0.5, 2.5)
circ = loop(vel, 0.0, 0.0, r_nu, 64)
circ1 = np.pi*b*mu**2/(2*s*a)
assert abs(circ/circ1-1) < 0.15 and 1e-4 < circ < 1
occ = np.sort(np.linalg.eigvalsh(2*C@C.conj().T))[::-1]
Bm = 4*b*basis(N)['R2']
zmix = 0.5*np.linalg.norm(Bm@C-C@Bm.T)
assert zmix > 1e-3

print(f"one orbital, loop round double node / 2pi = {circ_in/(2*np.pi):.8f}")
print(f"one orbital, loop round no node / 2pi = {abs(circ_out)/(2*np.pi):.1e}")
print(f"two orbitals, nu(0.6,0.3) = {nu_pair:.5f} a.u.")
print(f"w = {w:.3f} Eh, kappa = {kap:.4f} a.u., Omega = {Om:.4f} Eh, b = {b:.3f} a.u.")
print(f"s = {s:.4f}, gamma_c = {(w-Om)/2:.4f}, a = {a:.6f} (bohr^-2), mu = {mu:.6f}")
print(f"beta = {b*(w-Om)/(2*(w+Om)):.6e} bohr^-4, excitation = {2*(w+Om):.4f} Eh")
print(f"B(r=1 bohr) = {4*b:.3f} a.u. = {4*b*pc['atomic unit of mag. flux density'][0]:.0f} T")
print(f"E(b=0) = {E0[0]:.8f} Eh, rho0(0) = {2*a/np.pi:.6f} bohr^-2")
print("r (bohr): nu/b formula, nu/b diagonalization b->0 (a.u.)")
for r, v in zip(rs, lim[:-1]):
    print(f"  {r:.1f}: {nu1(r):+.6f} {v:+.6f}")
print(f"int j.A / b^2: formula {jA1:.6f}, diagonalization b->0 {lim[-1]:.6f} a.u.")
print("at b: r (bohr): rho, nu first order, nu full, u_phi first order, u_phi full (a.u.)")
rr, _, jj_ = fields(C, N, rs, 0*rs)
for r, d, v, jv in zip(rs, rr, nu, jj_):
    print(f"  {r:.1f}: {d:.5f} {b*nu1(r):+.4e} {v:+.4e} {b*uphi1(r):+.4e} {round(jv/d, 12)+0.0:+.4e}")
print(f"nu(0) full = {nu[0]:.4e} a.u. = {nu[0]/pc['atomic unit of time'][0]:.3e} s^-1")
print(f"nu(0) full / first order = {nu[0]/(b*nu1(0.0)):.4f}")
print(f"zero of nu: first order {1/np.sqrt(a):.4f}, full {r_nu:.4f} bohr")
print(f"zero of u_phi: first order {np.sqrt(2/a):.4f}, full {r_u:.4f} bohr")
print(f"largest circulation: first order {circ1:.4e}, full {circ:.4e} a.u.")
print(f"largest circulation / 2pi, full = {circ/(2*np.pi):.3e}")
print(f"E = {E[0]:.8f} Eh, E' (W dropped) = {Ep:.8f} Eh")
print(f"E - E': first order {jA1*b*b/2:.4e}, full {E[0]-Ep:.4e} Eh")
print(f"int j.A: first order {jA1*b*b:.4e}, quadrature {jA:.4e}, <W> {Wexp:.4e} Eh")
print(f"electrons = {Ne:.8f}, |int r j_phi| = {abs(Lz):.1e}, int r|j_phi| = {Labs:.3e} a.u.")
print(f"lowest M != 0 level: M = {min(others)[1]}, E = {min(others)[0]:.5f} Eh")
print(f"second M = 0 level = {E[1]:.5f} Eh, gap = {Enext-E[0]:.5f} Eh")
print("natural occupations: " + " ".join(f"{o:.6f}" for o in occ[:3]))
print(f"occupation difference of second and third = {occ[1]-occ[2]:.2e}")
print(f"max |j_p|: uniform field {ctrl[0]:.1e}, no interaction {ctrl[1]:.1e} a.u.")
print(f"norm of Zeeman triplet component = {zmix:.4f} Eh")
print("no test failed")
```

Printed output:

```
one orbital, loop round double node / 2pi = 2.00000000
one orbital, loop round no node / 2pi = 9.9e-17
two orbitals, nu(0.6,0.3) = 0.95125 a.u.
w = 1.000 Eh, kappa = -0.3750 a.u., Omega = 0.5000 Eh, b = 0.010 a.u.
s = 0.7500, gamma_c = 0.2500, a = 0.666667 (bohr^-2), mu = -0.333333
beta = 1.666667e-03 bohr^-4, excitation = 3.0000 Eh
B(r=1 bohr) = 0.040 a.u. = 9402 T
E(b=0) = 1.50000000 Eh, rho0(0) = 0.424413 bohr^-2
r (bohr): nu/b formula, nu/b diagonalization b->0 (a.u.)
  0.0: +0.148148 +0.148148
  0.5: +0.123457 +0.123457
  1.0: +0.049383 +0.049383
  1.5: -0.074074 -0.074074
  2.0: -0.246914 -0.246914
int j.A / b^2: formula -0.333333, diagonalization b->0 -0.333333 a.u.
at b: r (bohr): rho, nu first order, nu full, u_phi first order, u_phi full (a.u.)
  0.0: 0.42612 +1.4815e-03 +1.4529e-03 +0.0000e+00 +0.0000e+00
  0.5: 0.36054 +1.2346e-03 +1.2075e-03 +3.3951e-04 +3.3255e-04
  1.0: 0.21834 +4.9383e-04 +4.7234e-04 +4.9383e-04 +4.8119e-04
  1.5: 0.09458 -7.4074e-04 -7.4849e-04 +2.7778e-04 +2.6305e-04
  2.0: 0.02926 -2.4691e-03 -2.4460e-03 -4.9383e-04 -5.0205e-04
nu(0) full = 1.4529e-03 a.u. = 6.007e+13 s^-1
nu(0) full / first order = 0.9807
zero of nu: first order 1.2247, full 1.2177 bohr
zero of u_phi: first order 1.7321, full 1.7230 bohr
largest circulation: first order 3.4907e-03, full 3.3816e-03 a.u.
largest circulation / 2pi, full = 5.382e-04
E = 1.50198364 Eh, E' (W dropped) = 1.50199951 Eh
E - E': first order -1.6667e-05, full -1.5864e-05 Eh
int j.A: first order -3.3333e-05, quadrature -3.1750e-05, <W> -3.1750e-05 Eh
electrons = 2.00000000, |int r j_phi| = 8.3e-16, int r|j_phi| = 1.166e-03 a.u.
lowest M != 0 level: M = -1, E = 1.97589 Eh
second M = 0 level = 2.51456 Eh, gap = 0.47391 Eh
natural occupations: 1.885760 0.054677 0.054677
occupation difference of second and third = 4.16e-17
max |j_p|: uniform field 6.4e-16, no interaction 2.7e-15 a.u.
norm of Zeeman triplet component = 0.0397 Eh
no test failed
```
